# Oxygen-vacancy resistance of a positively charged oxide grain boundary

A simulation of oxygen transport through a polycrystalline oxide must either mesh the space charge at each grain boundary or replace it by an interface resistance. The second choice is sound when the grains are much wider than the space-charge layers and the voltage across one boundary is small. The resistance then follows from the bulk vacancy conductivity, the acceptor density, the permittivity and either the boundary potential or its charge. Which of the last two is held fixed matters, because they give different temperature dependences.

## Model and conventions

The boundary core is a thin plane with positive charge $Q$ per area. On each side, $x\ge0$ is the distance from the core. The oxide contains immobile acceptors of charge $-e$ and uniform density $N$, and mobile oxygen vacancies of charge $+2e$ and density $c(x)$. Electronic carriers contribute negligibly to the space charge. Neutrality far from the core requires

$$2c_b=N,\qquad c_b=N/2.$$

The potential $\phi$ is zero in the bulk and $\Phi>0$ at the core edge. Permittivity $\varepsilon$ and vacancy diffusivity $D$ are uniform, vacancies are dilute, and the core itself adds no resistance. Define

$$y=\frac{2e\phi}{kT},\qquad u=\frac{2e\Phi}{kT},\qquad v=u-1,\qquad L=\sqrt{\frac{\varepsilon kT}{2e^2N}}.$$

## Vacancy depletion

The electrochemical potential of a dilute vacancy is $\mu=\mu_0+kT\ln c+2e\phi$. At equilibrium it is the same everywhere. Equating its local and bulk values gives

$$c(x)=c_be^{-y(x)}.$$

The depletion is exponential in the local potential. To find its dependence on distance, insert the charge density $e(2c-N)$ into Poisson's equation:

$$\varepsilon\phi''=-e(2c-N)=eN(1-e^{-y}).$$

Multiplication by $2e/(\varepsilon kT)$ gives

$$L^2y''=1-e^{-y}.$$

Now multiply by $2y'$. The left side is the derivative of $L^2y'^2$, and the right side is the derivative of $2(y+e^{-y})$. In the bulk $y=y'=0$, which fixes the integration constant at $-2$:

$$L^2y'^2=2(y-1+e^{-y}).\tag{1}$$

Since the potential falls away from the core, $y'$ is the negative root.

By symmetry, half the field flux from the core enters each grain, so $Q=2\varepsilon|\phi'(0)|$. Using $\phi'=(kT/2e)y'$ and (1),

$$\left(\frac{Q}{2\varepsilon}\right)^2
=\frac{(kT)^2}{4e^2L^2}\,2(u-1+e^{-u})
=\frac{NkT}{\varepsilon}(u-1+e^{-u}).$$

For a large barrier $e^{-u}$ is negligible, and therefore

$$v\simeq\frac{Q^2}{4\varepsilon NkT},\qquad
\Phi\simeq\frac{Q^2}{8\varepsilon eN}+\frac{kT}{2e}.\tag{2}$$

The thermal term comes from the vacancies left in the outer part of the layer.

Where $e^{-y}\ll y-1$, (1) becomes $dy/\sqrt{2(y-1)}=-dx/L$. Integration from the core gives $\sqrt{2(y-1)}=\sqrt{2v}-x/L$, hence

$$y\simeq1+v\left(1-\frac{x}{\lambda'}\right)^2,\qquad \lambda'=L\sqrt{2v}.\tag{3}$$

Neglecting the thermal shift as well gives the usual Mott-Schottky parabola,

$$y\simeq u\left(1-\frac{x}{\lambda}\right)^2,\qquad
\lambda=L\sqrt{2u}=\sqrt{\frac{2\varepsilon\Phi}{eN}}.$$

Neither parabola describes the outer tail, where vacancies screen the potential.

## From depletion to resistance

The vacancy flux is $j=-(Dc/kT)\,d\mu/dx$. With $\eta=\mu/(2e)$, the electric current density $i=2ej$ is

$$i=-\sigma(x)\frac{d\eta}{dx},\qquad
\sigma(x)=\frac{4e^2Dc}{kT}=\sigma_be^{-y}.$$

In steady state $i$ is uniform, so the drop in $\eta$ is $i\int dx/\sigma(x)$. The gradient of $\eta$ is already first order in the bias. To that order $\sigma(x)$ may take its equilibrium value, and the bias-induced change of potential does not enter. Subtracting the resistance that the same thickness of bulk would have gives, for both sides,

$$R=\frac{2K}{\sigma_b},\qquad K=\int_0^\infty(e^y-1)\,dx.$$

Here $R$ is a resistance times an area, and $2K$ is the thickness of bulk oxide with the same vacancy resistance. Equation (1) gives $dx=-L\,dy/\sqrt{2(y-1+e^{-y})}$. Reversing the limits removes the minus sign:

$$K=L\int_0^u\frac{e^y-1}{\sqrt{2(y-1+e^{-y})}}\,dy.\tag{4}$$

The integrand tends to 1 at $y=0$, because numerator and denominator both tend to $y$. For $u\ll1$ this gives $K\simeq Lu$, so a weak barrier adds a small resistance linear in $\Phi$.

For a large barrier, put $s=y-1$ and expand the denominator in $e^{-y}$:

$$\frac{e^y-1}{\sqrt{2(s+e^{-y})}}
=\frac{e^y}{\sqrt{2s}}-\frac1{\sqrt{2s}}-\frac1{2\sqrt2\,s^{3/2}}+O(e^{-y}).$$

The first term, with $s=t^2$, integrates to

$$e\int_0^v\frac{e^s}{\sqrt{2s}}ds
=\sqrt2\,e\int_0^{\sqrt v}e^{t^2}dt
=\sqrt2\,e^uF(\sqrt v),$$

where $F(z)=e^{-z^2}\int_0^ze^{t^2}dt$ is Dawson's function. The other two terms have antiderivatives $-\sqrt{2s}$ and $1/\sqrt{2s}$. The expansion fails near $s=0$, but that region contributes a number independent of $u$. Thus

$$\frac KL=\sqrt2\,e^uF(\sqrt v)-\sqrt{2v}+\frac1{\sqrt{2v}}+C+O(e^{-u}).\tag{5}$$

Quadrature of (4) at $u=15$ gives $C=-0.475$. For a large barrier the first term is enough. It overestimates (4) by 0.5% at $u=8$, 2% at $u=6$ and 10% at $u=4$, so weaker barriers need (4) itself. The large-barrier form is

$$R\simeq\frac{2\sqrt2\,L}{\sigma_b}e^uF(\sqrt{u-1}).\tag{6}$$

Since $F(z)\simeq(1/2z)(1+1/2z^2)$ at large $z$, the leading form is

$$K\simeq\frac{Le^u}{\sqrt{2u}}=\frac{\lambda e^u}{2u}.\tag{7}$$

The factor $1/(2u)$ appears because the resistance is concentrated near the core. There (3) gives $y\simeq u-2vx/\lambda'$, so the local resistivity falls by a factor $e$ over $\lambda'/(2v)$, a small part of the depletion width.

## Worked example

Take $T=700$ K, $N=1.0\times10^{19}$ cm$^{-3}$, relative permittivity 120, $\Phi=0.400$ V and $D=2.0\times10^{-7}$ cm²/s. Then $kT/e=0.06032$ V, and

$$u=\frac{2(0.400)}{0.06032}=13.26,\qquad v=12.26.$$

The Debye length is $L=4.47$ nm. The usual width is $\lambda=23.0$ nm, and the shifted width is $\lambda'=22.2$ nm. The field at the core edge is

$$\frac{kT}{2eL}\sqrt{2v}
=\frac{0.03016\ \mathrm V}{4.472\ \mathrm{nm}}(4.952)
=0.334\ \mathrm{MV/cm}.$$

Gauss's law gives $Q=7.10$ µC/cm², equivalent to 0.22 doubly charged vacancies per nm² of core.

A finite-difference solution of Poisson's equation gives this profile:

| $x$ (nm) | $\phi$ (V) | $c/c_b$ |
|---:|---:|---:|
| 0 | 0.400 | $1.74\times10^{-6}$ |
| 5 | 0.252 | $2.36\times10^{-4}$ |
| 10 | 0.141 | $9.20\times10^{-3}$ |
| 20 | 0.028 | 0.399 |

At 10 nm, (3) also gives 0.141 V. At 20 nm it gives 0.034 V, which is too high because the neglected vacancy charge is no longer small.

Quadrature of (4) gives $K=543.9$ µm, as does (6) at this precision. Equation (7) gives 499.4 µm, which is 8% below the full integral. Two omissions account for this: replacing $v$ by $u$ under the root contributes a factor $\sqrt{v/u}=0.962$, and dropping the corrections to the leading form of Dawson's function contributes a factor 0.955.

The bulk vacancy conductivity is $\sigma_b=4e^2Dc_b/kT=1.06\times10^{-5}$ S/cm. Hence

$$R=\frac{2K}{\sigma_b}
=\frac{0.1088\ \mathrm{cm}}{1.062\times10^{-5}\ \mathrm{S/cm}}
=1.02\times10^4\ \Omega\,\mathrm{cm}^2.$$

One boundary has the vacancy resistance of 1.09 mm of bulk oxide, although its two depletion layers together are only about 46 nm wide.

For grains of size $d$ in series, with one boundary per grain,

$$\frac{\sigma_{\rm eff}}{\sigma_b}=\frac1{1+2K/d}.$$

With $d=1$ µm, the ratio is $9.2\times10^{-4}$. This estimate excludes paths that avoid highly resistive boundaries.

## Use in a transport calculation

For a small vacancy current, impose $\Delta\eta=Ri$ at the boundary, where $\Delta\eta$ is the drop in the direction of $i$. Use $\sigma_b$ up to the interface. If the depletion layer is also meshed, its resistance is counted twice.

The same $K$ applies to an oxygen tracer moving by vacancy exchange. The oxygen lattice is nearly full, so its total oxygen density is nearly uniform, while the local tracer diffusivity is proportional to $c$. Thus $D^*(x)=D_b^*e^{-y}$. A steady tracer flux meets an excess resistance $\int(1/D^*-1/D_b^*)dx=2K/D_b^*$. The interface transfer coefficient is therefore $D_b^*/(2K)$.

Net oxygen permeation without external current also needs electronic carriers. If holes carry the compensating current, $i_h=-i$, and the difference between the vacancy and hole electrochemical drops is $i(R+R_h)$. The two resistances add for permeation, whereas they act in parallel for an electrical current driven by equal electrochemical drops.

## Temperature dependence

The activation energy that the boundary adds to that of bulk resistivity is $d\ln K/d\beta$, with $\beta=1/kT$. First hold $\Phi$ and $\varepsilon$ fixed. Then $L\propto\beta^{-1/2}$ and $u\propto\beta$, so (7) gives

$$\frac{d\ln K}{d\beta}
=-\frac1{2\beta}+\frac u\beta-\frac1{2\beta}
=2e\Phi-kT.$$

This is 0.740 eV here. A centred difference of the full integral over 4 K gives 0.734 eV.

Now hold $Q$ fixed and let $\varepsilon\propto1/(T-T_0)$, the Curie-Weiss law. Equation (2) gives

$$v\propto\frac1{\varepsilon T}\propto1-\frac{T_0}{T}=1-kT_0\beta.$$

Also $L\propto\sqrt{\varepsilon T}\propto v^{-1/2}$. The leading form $K\simeq Le^u/\sqrt{2v}$ is therefore proportional to $e^v/v$, and

$$\frac{d\ln K}{d\beta}
=\left(1-\frac1v\right)\frac{dv}{d\beta}
=-\frac{(v-1)kT_0}{1-T_0/T}.$$

For $T_0=35$ K this is $-0.036$ eV, as is the centred difference of the full integral. The barrier potential grows with temperature almost in proportion to $kT$, leaving $u$ nearly constant. A small difference between boundary and bulk activation energies therefore does not rule out a high barrier. A real core can exchange charge with the grains, so neither constraint should be assumed over a wide temperature range without a core model.

## Finite bias

Let $w=2eV/kT$ for a voltage $V$ across the boundary, with $Q$ fixed. Measure the barrier from each bulk side, using $v_1$ on the side the vacancies leave and $v_2$ on the other. Then $v_2-v_1=w$. Fixed total field flux requires $\sqrt{v_1}+\sqrt{v_2}=2\sqrt v$. Dividing the first relation by the second gives $\sqrt{v_2}-\sqrt{v_1}=w/(2\sqrt v)$, and thus

$$v_1=\left(\sqrt v-\frac{w}{4\sqrt v}\right)^2
=v-\frac w2+\frac{w^2}{16v}.$$

With $n=c/c_b$, the flux equation can be written $(ne^y)'=-Je^y$, where $J$ is the reduced flux. Integration between the two bulk sides gives $J\int e^y dx=1-e^{-w}$. The integral is dominated by $e^{1+v_1}$. Neglecting the slower change of its prefactor,

$$\frac{i}{i_{\rm ohmic}}\simeq
\frac{\sinh(w/2)}{w/2}\exp\left(-\frac{w^2}{16v}\right).$$

At $V=60.3$ mV, $w=2$ and the formula gives 1.15. A finite-difference solution of the coupled Poisson and vacancy-transport equations also gives 1.15. The current at this voltage is thus 15% above the value given by the ohmic interface law. The nonlinear formula requires both sides to remain strongly depleted. Even then the neglected prefactor makes it too high as the bias grows, here by about 2% at $w=6$ and 6% at $w=10$.

## Physical limits of the estimate

The parameters are rough values in the regime of acceptor-doped strontium titanate; the barrier in a particular ceramic must be determined separately. At a given temperature it is the most sensitive input. With the other inputs fixed, a 10 mV increase in $\Phi$ multiplies $e^u$ by $e^{0.02/0.06032}=1.39$. A real ceramic can also break the assumption of uniform acceptors. Redox-active dopants such as iron can change their charge state between the bulk and the depletion layer, which this model leaves out, and acceptors may redistribute during high-temperature processing. In the extreme case of acceptors equilibrated at 700 K, their density is $Ne^{y/2}$, and the steps leading to (1) give

$$L^2y'^2=2(2e^{y/2}+e^{-y}-3).$$

At large $y$ the right side approaches $4e^{y/2}$, so $K\simeq(L/2)\int^u e^{3y/4}dy=(2/3)Le^{3u/4}$. Quadrature gives 62.4 µm, 8.7 times less than for frozen acceptors at the same $\Phi$. This is a limiting estimate: the predicted acceptor density at the core, about $760N$, strains the dilute model.

Holes can dominate the electrical current even when vacancies are blocked. Their density varies as $e^{-y/2}$, so their resistance integral contains $e^{y/2}$ in place of $e^y$. Near the core these integrate to $2e^{u/2}$ and $e^u$, with the same denominator. Equal currents for equal driving forces therefore require a bulk hole-to-vacancy conductivity ratio of about $2e^{-u/2}$. Quadrature gives $2.8\times10^{-3}$. If both carriers see equal drops across the boundary, its electrical resistance at this ratio is already only about half its vacancy resistance, and it measures the vacancy resistance only when the ratio is much smaller. In a direct-current steady state each carrier's current also has to cross the grain, so the fraction depends on grain size: 0.57 for $d=1$ µm and 0.81 for $d=10$ µm.

Dielectric saturation is smaller here. Let the field be $\mathcal D/\varepsilon+b\mathcal D^3$, where $\mathcal D$ is the electric displacement and $b=7\times10^9$ V m⁵ C⁻³ is a rough coefficient. At fixed $Q$, $\mathcal D$ falls linearly from $Q/2$ to zero over $\lambda'$. The added potential is $b(Q/2)^3\lambda'/4=1.7$ mV, which raises $e^u$ by about 6%. The field near the core is also slightly steeper, which thins the resistive layer, so the resistance rises by about 5%.

The discrete structure matters more. The resistivity falls by $e$ over $22.15/(2\times12.26)=0.90$ nm, while the mean acceptor spacing is 4.6 nm. For independent point acceptors, the variance of $u$ is estimated by

$$N\int_a^\lambda\left(\frac{\ell}{r}\right)^2 4\pi r^2dr
=4\pi N\ell^2(\lambda-a),\qquad
\ell=\frac{2e^2}{4\pi\varepsilon kT}.$$

With a closest distance $a=0.40$ nm, the rms variation is 0.67. If it is Gaussian and local patches conduct in parallel, the mean conductance rises by $e^{0.67^2/2}\simeq1.25$. This is an order estimate that leans high: screening by the grains beyond the depletion layers, left out here, lowers both numbers, and lateral current is simplified.

A vacancy jump of 0.28 nm changes the energy by at most 0.019 eV, or $0.31kT$. Moving the core edge by half a jump therefore changes $K$ by roughly 15%. The core charge is discrete too. If it consists of doubly charged vacancies, they are about 2.1 nm apart. Evenly spaced, they change the resistance by only a few percent, but placed at random they would vary $u$ by more than 1 near the core and could roughly halve the resistance. For these inputs and an evenly charged core, $10^4$ Ω cm² is a meaningful scale for the vacancy resistance, but the finer digits of the computed value belong to the ideal continuum model.
